Field in an open-circuit hafnia capacitor on cooling

**Question**

A ferroelectric hafnia film of thickness d = 10 nm lies between two metal plates. It is uniformly polarized, and the z axis points along its polarization, from the bottom plate to the top plate. The plates are connected by a wire at 400 K until the film is in equilibrium. The wire is then removed and the capacitor is cooled to 300 K.

Take the relative permittivity εr = 30 and the pyroelectric coefficient p = dPs/dT = −50 µC/(m² K) as constants. Here Ps(T) is the spontaneous polarization, the polarization at zero field, and its starting value is 20 µC/cm². In parts (a) to (d) the film is a perfect insulator and nothing else is connected to the plates.

**(a) Find the electric displacement in the film before cooling, and the free charge on each plate. Which quantity stays fixed during cooling?**

*Answer.* The total polarization has a spontaneous part and a part induced by the field E:

P = Ps(T) + ε0(εr − 1)E

All vectors lie along z, so E, P and D stand for signed z components. The displacement is

D = ε0E + P = Ps(T) + ε0εrE

The two terms in ε0E have combined into ε0εrE.

Apply Gauss's law to a flat box with one face inside a plate, where the field is zero, and the other inside the film. At the bottom plate the outward normal in the film is +z, so the free charge per area is +D. At the top plate that normal is −z, so the free charge per area is −D.

While the wire is in place the voltage is zero. The field is uniform, so zero voltage means E = 0. With T0 = 400 K,

D = Ps(T0) = 20 µC/cm²

The bottom plate carries +20 µC/cm² and the top plate −20 µC/cm². Once the wire is removed no charge can reach or leave the plates, so D keeps this value.

**(b) Derive the field produced by a temperature change ΔT, and evaluate it.**

*Answer.* With constant p, the spontaneous polarization after the change is Ps(T0) + pΔT. Equating D before and after gives

Ps(T0) = Ps(T0) + pΔT + ε0εrE

The starting polarization cancels, leaving

E = −pΔT/(ε0εr)

For cooling, ΔT = −100 K, so

pΔT = (−50 × 10⁻⁶)(−100) = +5.0 × 10⁻³ C/m²

This is 0.50 µC/cm². The denominator is

ε0εr = (8.854 × 10⁻¹²)(30) = 2.656 × 10⁻¹⁰ F/m

Therefore

E = −(5.0 × 10⁻³)/(2.656 × 10⁻¹⁰) = −1.88 × 10⁷ V/m = −0.188 MV/cm

The spontaneous polarization has changed by one part in forty, yet the field is large, because a small uncompensated charge density produces a strong field. The thickness does not enter E in this ideal case.

**(c) Show from the charges that the field opposes the polarization. What happens on heating, and what happens if the film was polarized the other way?**

*Answer.* The polarization puts a bound charge +P per area on the top face of the film and −P on the bottom face. Adding the free charge −Ps(T0) of the top plate gives the net charge there:

σ_top = −Ps(T0) + Ps(T0) + pΔT + ε0(εr − 1)E

Insert ε0E = −pΔT/εr from part (b):

σ_top = pΔT − pΔT(εr − 1)/εr = pΔT/εr

On cooling, p and ΔT are both negative, so σ_top is positive. The bottom interface has the opposite net charge. The field points from the positive top to the negative bottom, along −z, whereas the polarization points along +z. It is a depolarizing field: the polarization has grown, and the old plate charge no longer compensates it fully.

On heating by 100 K, Ps falls and the plates hold too much compensating charge. The field is then +0.188 MV/cm, along the polarization.

For a film polarized along −z, keep the axis fixed. Both the spontaneous polarization and its temperature derivative change sign, so cooling gives E = +0.188 MV/cm. This again opposes the polarization. The direction relative to P is therefore set by the sign of pΔT, with p counted along the polarization.

**(d) Find the voltage and the change in total polarization. What happens if the wire is replaced after cooling?**

*Answer.* The potential falls along the field, so

V_top − V_bottom = −Ed = (1.88 × 10⁷)(10 × 10⁻⁹) = +0.188 V

The total polarization changes by

ΔP = pΔT + ε0(εr − 1)E = pΔT/εr = 0.50/30 = 0.017 µC/cm²

The opposing field cancels most of the growth, but not all of it.

When the wire is replaced at 300 K, E returns to zero and D becomes Ps(T0) + pΔT. A charge of 0.50 µC/cm² flows through the wire. If the wire had stayed in place throughout, the same charge would have flowed during cooling and no field would have appeared. In this model the cooling field leaves no lasting imprint, meaning no built-in field that remains after the plates are shorted.

**(e) A cable of capacitance C = 100 pF is connected across plates of area A = 10⁴ µm². It is uncharged before cooling. Find the new field.**

*Answer.* The isolated top conductor now consists of the top plate and one side of the cable. Their charges are −DA and C(V_top − V_bottom) = −CEd. The sum keeps its starting value, −Ps(T0)A:

−A[Ps(T0) + pΔT + ε0εrE] − CEd = −Ps(T0)A

Cancel the starting charge and divide by −A:

pΔT + (ε0εr + Cd/A)E = 0

E = −pΔT/(ε0εr + Cd/A)

In SI units A = 10⁻⁸ m², so Cd/A = (10⁻¹⁰)(10⁻⁸)/(10⁻⁸) = 1.00 × 10⁻¹⁰ F/m. Hence

E = −(5.0 × 10⁻³)/(3.656 × 10⁻¹⁰) = −1.37 × 10⁷ V/m = −0.137 MV/cm

The cable leaves 73 percent of the ideal field. As C tends to zero the result of part (b) returns; as C grows without limit the field tends to zero, as with a wire. A measurement of the open-circuit voltage must therefore allow for the capacitance of its leads.

**(f) Remove the cable, and let the film have a constant resistivity ρ = 10¹⁴ Ω cm. The temperature falls steadily over a time t_r. What fraction of the ideal field remains at the end, for t_r = 10 s and 1000 s?**

*Answer.* A current density E/ρ along +z removes positive charge from the bottom plate, whose charge per area is D. Thus dD/dt = −E/ρ. During the ramp Ps changes at the rate pΔT/t_r, so

ε0εr dE/dt + pΔT/t_r = −E/ρ

Define τ = ρε0εr and write E_id = −pΔT/(ε0εr) for the ideal field. Dividing by ε0εr gives

dE/dt + E/τ = E_id/t_r

The constant solution is E_idτ/t_r. Adding a decaying exponential to satisfy E = 0 at t = 0 gives

E(t) = E_id(τ/t_r)[1 − exp(−t/τ)]

At the end of the ramp the fraction is

E(t_r)/E_id = (τ/t_r)[1 − exp(−t_r/τ)]

With ρ = 10¹² Ω m, τ = (10¹²)(2.656 × 10⁻¹⁰) = 266 s. The fraction is 98 percent for the 10 s ramp and 26 percent for the 1000 s ramp. For t_r much shorter than τ it approaches one; for t_r much longer it approaches τ/t_r. After cooling ends, the remaining field decays as exp(−t/τ). "Open circuit" therefore describes the film itself only on times short compared with τ.

**(g) Return to an insulating film, but add a nonpolar layer of thickness di = 0.5 nm and relative permittivity εi = 25 beside the top plate. There is no free charge between the layers. Find the field in the ferroelectric before and after cooling.**

*Answer.* Let Ef and Ei be the fields in the ferroelectric and the added layer. While the wire is in place, the total voltage is zero:

Ef d + Ei di = 0, so Ei = −Ef d/di

With no free charge between the layers, D is the same in both:

Ps(T0) + ε0εrEf = ε0εiEi

Substitute for Ei and collect the terms in Ef:

Ef = −Ps(T0)/[ε0(εr + εi d/di)]

The bracket contains 30 + 25 × 20 = 530, and Ps(T0) = 0.20 C/m². Thus

Ef = −0.20/[(8.854 × 10⁻¹²)(530)] = −4.26 × 10⁷ V/m = −0.426 MV/cm

An opposing field exists before cooling, even though the plates are shorted.

After the wire is removed D is fixed. Subtracting its values in the ferroelectric before and after cooling gives

0 = pΔT + ε0εrΔEf

The change is again −0.188 MV/cm, and the final field is −0.614 MV/cm. In the nonpolar layer D = ε0εiEi, so Ei does not change. The formula of part (b) thus gives the change of field in the ferroelectric; it gives the total field only if the starting field is zero.

**(h) How far do these numbers apply to a real hafnia capacitor, and what do they say about retention?**

*Answer.* The thickness, polarization, permittivity and pyroelectric coefficient are rough typical values for ferroelectric hafnia films. The plate area suits a test capacitor and is far larger than that of a dense memory cell. Real films break the assumption of perfect insulation: with the rough resistivity of part (f), the slow ramp loses about three quarters of the ideal field. Real leakage also depends on field and temperature, so that figure is an estimate. An interface layer can shift the total field by more than the cooling does, although trapped charge, omitted in part (g), can compensate part of this shift.

Errors in the material constants matter too. With p and ΔT held fixed, a permittivity 10 percent higher or lower gives −0.171 or −0.209 MV/cm. Thermal contraction of the plate area, for a rough substrate expansion of 3 ppm/K, raises the density of a fixed plate charge by 0.012 µC/cm². This is 2.4 percent of pΔT. It is already included if p is measured as short-circuit charge per kelvin and per initial area.

The linear law can be compared with a nonlinear double-well model, E = aP + bP³, in which a varies linearly with temperature. Its coefficients are matched to the starting Ps, p and εr. At fixed plate charge it gives −0.1884 MV/cm, within 0.1 percent of the linear result. The agreement is this close because fixed charge holds P nearly constant, and at constant P the field in this model changes linearly with temperature. It therefore rests on the assumed form of a: choosing a so that Ps is exactly linear in temperature gives −0.191 MV/cm, 1.3 percent from the linear result. It also rests on the zero starting field: for the stack of part (g) the same model gives a change of −0.178 MV/cm and a final field of −0.602 MV/cm. Nor does it make the material constants equally accurate.

For a rough coercive field of 1 MV/cm, the ideal cooling field is 19 percent of the field needed for switching. With the interface layer the total reaches 61 percent. Neither comparison predicts immediate reversal of a uniform film. Both fields at first oppose the stored state. What happens once small regions begin to reverse depends on whether the plates are isolated or shorted. On isolated plates the charge is fixed, and reversing a fraction f of the area lowers the average spontaneous polarization by 2f × 20.5 µC/cm². In the ideal film the cooling field comes from an excess of only 0.50 µC/cm², so it vanishes at f = 0.50/41 = 1.2 percent. Further reversal would create a field that restores the original state. The cooling field alone therefore cannot erase an insulating film on isolated plates. The same holds for the cooled stack of part (g) while its plates stay isolated. For regions much wider than the film is thick, fixed charge raises the average field in the ferroelectric by 2f × 20.5 µC/cm²/(30ε0), and an unreversed region lies below that average by 2f × 20.5 µC/cm²/(530ε0). The net rise is 14.6f MV/cm, so the field of −0.614 MV/cm in an unreversed region vanishes at f = 4.2 percent. In the shorted stack of part (g), by contrast, charge flows through the wire as regions reverse. If the regions are much wider than the film is thick, each behaves away from its edges as a separate shorted stack. The field in an unreversed region then stays at −0.426 MV/cm (−0.437 MV/cm at 300 K) whatever fraction of the area has reversed, while a reversed region feels an equal field against its own polarization. Reversal elsewhere therefore does not remove the opposing field, as it does on isolated plates. Regions only as wide as the film is thick weaken it: for alternating regions 10 nm wide the average over an unreversed region is about −0.35 MV/cm at 400 K. These estimates do not give a retention time, which also requires the switching rate at these fields and the rate at which charge leaks. For a rough breakdown field of 4 MV/cm, the ideal cooling field is about 5 percent of the limit. In the nonpolar layer of part (g), however, Ei = −Ef d/di = 20 × 0.426 = 8.5 MV/cm, which is above this rough figure, although a limit for a 10 nm film need not hold for a 0.5 nm layer, across which the voltage is only 0.43 V. Charge would be likely to leak through so thin a layer and compensate part of the polarization, so the size of the starting field found in part (g) is best read as an upper estimate for this layer. A thicker layer or one of lower permittivity gives a larger field in the same model: −0.81 MV/cm for di = 1 nm, and −0.98 MV/cm for εi = 10.

Values computed for the example and the checks

```
relative permittivity: 30 (no unit)
vacuum permittivity: 8.8542e-12 F/m
film permittivity eps0*eps_r: 2.6563e-10 F/m
pyroelectric coefficient: -50.0 uC/(m2 K)
start temperature: 400 K
end temperature: 300 K
temperature change: -100 K
initial polarization (rough): 20.0 uC/cm2
film thickness: 10.0 nm
spontaneous polarization change: 0.500 uC/cm2
same change in SI: 5.0000e-03 C/m2
induced field along P: -0.1882 MV/cm
same field in SI: -1.8823e+07 V/m
field from charge sheets: -0.1882 MV/cm
top minus bottom voltage: 0.1882 V
total polarization change: 0.01667 uC/cm2
field for 100 K heating: 0.1882 MV/cm
coercive field (rough): 1.0 MV/cm
field / coercive field: 0.188 (no unit)
breakdown field (rough): 4.0 MV/cm
field / breakdown field: 0.047 (no unit)
Landau field at full cooling: -0.1884 MV/cm
Landau deviation from formula: 0.079 percent
field, permittivity 10% higher: -0.1711 MV/cm
field, permittivity 10% lower: -0.2091 MV/cm
resistivity (rough): 1.0e+14 ohm cm
leakage time constant: 265.6 s
field kept, 10 s ramp: 98.1 percent
field kept, 1000 s ramp: 25.9 percent
plate area: 10000 um2
film capacitance: 265.6 pF
cable capacitance: 100.0 pF
field with cable: -0.1368 MV/cm
field kept with cable: 72.6 percent
interface thickness (rough): 0.5 nm
interface permittivity (rough): 25 (no unit)
starting field with interface: -0.4262 MV/cm
cooled field with interface: -0.6144 MV/cm
field change with interface: -0.1882 MV/cm
substrate expansion (rough): 3.0 ppm/K
charge density rise by shrinkage: 0.0120 uC/cm2
that rise / pyroelectric change: 2.4 percent
```
